# Linear-triangle density of states at a band edge and a saddle

For a two-dimensional band \(\varepsilon(\mathbf k)\), the density of states per area and energy is

\[
g(E)=g_s\int_{BZ}\frac{d^2k}{(2\pi)^2}\,\delta\big(E-\varepsilon(\mathbf k)\big),\qquad g_s=2\ \text{(spin)} .
\]

The linear-triangle method cuts the Brillouin zone into equal triangles and interpolates \(\varepsilon\) linearly in each. If a triangle has sorted corner energies \(e_1\le e_2\le e_3\), the part of its area with energy below \(E\) and the derivative of that part are

\[
\begin{aligned}
e_1\le E<e_2:&\quad f=\frac{(E-e_1)^2}{(e_2-e_1)(e_3-e_1)}, & f'&=\frac{2(E-e_1)}{(e_2-e_1)(e_3-e_1)},\\
e_2\le E<e_3:&\quad f=1-\frac{(e_3-E)^2}{(e_3-e_1)(e_3-e_2)}, & f'&=\frac{2(e_3-E)}{(e_3-e_1)(e_3-e_2)},
\end{aligned}\tag{1}
\]

with \(f=0\) below \(e_1\) and \(f=1\) from \(e_3\) on. The mean of \(f'\) over all triangles, times \(g_s\) over the unit-cell area, is the computed \(g(E)\).

As the mesh is refined, the result approaches the step \(g_sm_d/(2\pi\hbar^2)\) at a parabolic edge, with \(m_d=\sqrt{m_xm_y}\), and the logarithm \(c\ln(L/|E-E_s|)\) at a saddle of energy \(E_s\). On a finite mesh with nodes at the band minimum and at the saddle, the step becomes a ramp and the logarithm a finite peak.

## One triangle

On each edge the interpolated energy is linear. For \(E\) between \(e_1\) and \(e_2\), the line of energy \(E\) cuts the two edges leaving corner 1 at the fractions \((E-e_1)/(e_2-e_1)\) and \((E-e_1)/(e_3-e_1)\) of their lengths. The filled region is the small triangle at corner 1. It shares that corner's angle with the whole triangle, so its relative area is the product of the two fractions. For \(E\) between \(e_2\) and \(e_3\), the empty region is a small triangle at corner 3, and the same argument gives the second line of (1).

## Six triangles by hand

Take a parabolic minimum on a mesh node. In units of the mesh steps, \(\varepsilon=A_xi^2+A_yj^2\), with \(A_x=1\) and \(A_y=0.7\) in any energy unit. Each mesh cell is cut along the diagonal from \((i,j)\) to \((i+1,j+1)\). Six triangles meet at the node. Besides the corner at energy 0 they have the corner pairs

\[
(A_x,\,A_x+A_y),\quad (A_y,\,A_x+A_y),\quad (A_x,\,A_y),
\]

each occurring twice. For \(E<\min(A_x,A_y)\) no other triangle is filled at all. Each triangle has half the area of a cell, so the filled area in cells is

\[
\begin{aligned}
S&=2\cdot\tfrac12E^2\left[\frac1{A_x(A_x+A_y)}+\frac1{A_y(A_x+A_y)}+\frac1{A_xA_y}\right]\\
&=E^2\left[\frac{A_y+A_x}{A_xA_y(A_x+A_y)}+\frac1{A_xA_y}\right]=\frac{2E^2}{A_xA_y}.
\end{aligned}
\]

The true contour is an ellipse of area \(\pi E/\sqrt{A_xA_y}\). The ratio of the two derivatives is

\[
\frac{g_{\rm mesh}}{g_{\rm step}}=\frac{4E/(A_xA_y)}{\pi/\sqrt{A_xA_y}}=\frac4\pi\,\frac{E}{\sqrt{A_xA_y}} .\tag{2}
\]

At \(E=0.5\) this is \((4/\pi)(0.5/\sqrt{0.7})=0.761\), and the mesh sum gives the same value. The step has become a linear ramp. At the end of the range of (2), \(E=\min(A_x,A_y)\), the ratio is \((4/\pi)\sqrt{\min/\max}\): an overshoot of 27 % for \(A_x=A_y\), but a value below 1 when the two energies are very unequal. The overshoot is then only postponed. For \(A_y\ll E\le A_x\) the filled region lies in the strip \(|i|\le1\), where the interpolated energy is close to \(A_x|i|+A_yj^2\). The filled area is \(8E^{3/2}/(3A_x\sqrt{A_y})\) and the ratio is \((4/\pi)\sqrt{E/A_x}\), which reaches \(4/\pi\) again at \(E=A_x\). None of this is a property of the band.

## The general algorithm

For a rectangular cell with sides \(a,b\), the zone area is \(4\pi^2/(ab)\). A filled fraction \(F\) of the zone therefore means \(g_sF/(ab)\) electrons per area.

1. Compute \(\varepsilon\) on an \(n\times n\) periodic mesh and repeat the first row and column at the far border.
2. Cut each cell along the same diagonal and sort the corner energies of the \(2n^2\) triangles.
3. For each \(E\), choose the branch of (1) by the half-open intervals written there.
4. Average \(f\) and \(f'\) over the triangles and multiply by \(g_s/(ab)\).

The half-open intervals remove zero denominators: if \(e_1=e_2\), the first interval is empty, and in the second \(e_3>E\ge e_2\). A triangle with three equal energies contributes a full step to the count and a delta function to \(g\), which step 4 omits. A flat band must therefore be treated through its count.

## A band with a known answer

Both singularities occur in

\[
\varepsilon=2t_x(1-\cos x)+2t_y(1-\cos y),\quad x=k_xa,\ y=k_yb,\quad t_x>t_y .
\]

Near \(\mathbf k=0\) it is \(t_xx^2+t_yy^2\), so \(t_x=\hbar^2/(2m_xa^2)\) and \(t_y=\hbar^2/(2m_yb^2)\). The lower saddle is at \((0,\pi)\), with \(E_s=4t_y\). The derivation below covers \(0<E<4t_x\).

At fixed \(x\), the delta function has two roots \(\pm y\), each with weight \(1/(2t_y\sin|y|)\). The halves \(x<0\) and \(x>0\) are equal. Hence

\[
g=\frac{g_s}{4\pi^2ab}\cdot2\int_0^{\pi}\frac{dx}{t_y\sin y}.
\]

Set \(u=1-\cos x\), so that \(dx=du/\sqrt{u(2-u)}\), and \(v=1-\cos y\), so that \(\sin y=\sqrt{v(2-v)}\). Energy conservation gives

\[
v=\frac{t_x}{t_y}(u_0-u),\quad 2-v=\frac{t_x}{t_y}(u-u_1),\quad u_0=\frac{E}{2t_x},\quad u_1=u_0-\frac{2t_y}{t_x},
\]

and therefore

\[
g=\frac{g_s}{2\pi^2ab\,t_x}\int\frac{du}{\sqrt{u(2-u)(u_0-u)(u-u_1)}} .
\]

The integral runs where all four factors are positive. That is the middle interval \(r_2<u<r_3\) of the sorted roots \(r_1<r_2<r_3<r_4\). Let \(p=(r_3-r_2)/(r_3-r_1)\), \(s=\sin^2\theta\), and substitute \(u-r_1=(r_2-r_1)/(1-ps)\). The other factors become

\[
u-r_2=\frac{(r_2-r_1)ps}{1-ps},\quad r_3-u=\frac{(r_3-r_2)(1-s)}{1-ps},\quad r_4-u=\frac{(r_4-r_2)(1-q^2s)}{1-ps},
\]

with \(q^2=p(r_4-r_1)/(r_4-r_2)\). Since \(du=(r_2-r_1)p\,ds/(1-ps)^2\) and \(ds=2\sin\theta\cos\theta\,d\theta\), the powers of \(1-ps\) cancel and

\[
\int_{r_2}^{r_3}\!\frac{du}{\sqrt{\cdots}}=\frac{2K(q)}{\sqrt{(r_3-r_1)(r_4-r_2)}},\qquad K(q)=\int_0^{\pi/2}\!\frac{d\theta}{\sqrt{1-q^2\sin^2\theta}} .
\]

Below the saddle the order of the roots is \(u_1<0<u_0<2\). The product under the root is \(2(u_0-u_1)=4t_y/t_x\), and \(q=\kappa\) with

\[
\kappa^2=\frac{u_0(2-u_1)}{4t_y/t_x}=\frac{E(4t_x+4t_y-E)}{16t_xt_y}.
\]

Above the saddle \(u_1>0\), and \(0\) and \(u_1\) change places. The product becomes \(u_0(2-u_1)=4\kappa^2t_y/t_x\), and \(q=1/\kappa\). In all,

\[
g=\frac{g_s}{2\pi^2ab\sqrt{t_xt_y}}\times
\begin{cases}K(\kappa),&E<4t_y\\ K(1/\kappa)/\kappa,&4t_y<E<4t_x.\end{cases}\tag{3}
\]

**The step.** At \(E\to0^+\), \(K=\pi/2\). With \(\sqrt{t_xt_y}=\hbar^2/(2ab\,m_d)\), (3) gives \(g_sm_d/(2\pi\hbar^2)\). For small \(\kappa\), the integrand of \(K\) is \(1+\tfrac12\kappa^2\sin^2\theta\), so \(g\) rises above the step by the relative amount \(\kappa^2/4\) to leading order.

**The logarithm.** Let \(\kappa'^2=1-\kappa^2\to0\) and \(\varphi=\pi/2-\theta\). The integrand is \((\sin^2\varphi+\kappa'^2\cos^2\varphi)^{-1/2}\). Split at \(\eta\) with \(\kappa'\ll\eta\ll1\):

\[
K\simeq\int_0^\eta\!\frac{d\varphi}{\sqrt{\varphi^2+\kappa'^2}}+\int_\eta^{\pi/2}\!\frac{d\varphi}{\sin\varphi}\simeq\ln\frac{2\eta}{\kappa'}+\ln\frac2\eta=\ln\frac4{\kappa'} .
\]

From the definition of \(\kappa\), \(1-\kappa^2=(E-4t_x)(E-4t_y)/(16t_xt_y)\). Near the saddle its magnitude is \(|E-E_s|(t_x-t_y)/(4t_xt_y)\). Above the saddle \(1-1/\kappa^2\) has the same leading magnitude, so on both sides

\[
g\simeq c\ln\frac{L}{|E-E_s|},\quad c=\frac{g_sm_d}{2\pi^2\hbar^2},\quad L=\frac{64t_xt_y}{t_x-t_y}.\tag{4}
\]

**Which masses enter \(c\).** Near a general saddle, \(\varepsilon-E_s=\hbar^2k_x^2/2M_x-\hbar^2k_y^2/2M_y=U^2-V^2\), with \(d^2k=(2\sqrt{M_xM_y}/\hbar^2)\,dU\,dV\). For \(\delta=E-E_s>0\) there are two roots in \(U\), each with weight \(1/(2\sqrt{\delta+V^2})\), and

\[
\int_{-V_m}^{V_m}\frac{dV}{\sqrt{\delta+V^2}}=2\,\mathrm{arsinh}\frac{V_m}{\sqrt\delta}\simeq\ln\frac{4V_m^2}{\delta}.
\]

For \(\delta<0\), \(U\) and \(V\) exchange roles. The weight is thus \(g_s\sqrt{M_xM_y}/(2\pi^2\hbar^2)\) per saddle, with the saddle masses. In the cosine band these equal the edge masses, which is not true of bands in general.

## The mean error of the mesh

Let \(\lambda_i\) be the barycentric weights of a point in a triangle with corners \(\mathbf v_i\), and let \(Q(\mathbf d)\) be the quadratic part of \(\varepsilon\) for a displacement \(\mathbf d\). The constant and linear parts are interpolated without error, so

\[
\varepsilon_{\rm lin}-\varepsilon=\sum_i\lambda_iQ(\mathbf v_i-\mathbf k)=\sum_{i<j}\lambda_i\lambda_jQ(\mathbf v_i-\mathbf v_j).
\]

The last form is the usual identity between a weighted variance and pair distances. The mean of \(\lambda_1\lambda_2\) over a triangle is \(2\int_0^1\lambda_1\tfrac12(1-\lambda_1)^2d\lambda_1=1/12\). The mean error is thus one twelfth of the sum of \(Q\) over the three edges. For the parabola it is

\[
\frac{A_x+A_y+(A_x+A_y)}{12}=\frac{A_x+A_y}6=0.2833 .
\]

The shift found from the mesh count, averaged over energies far above the edge, is 0.2834.

In the cosine band, with \(\Delta=2\pi/n\), the step along \(x\) has \(Q=t_x\Delta^2\cos x\), the step along \(y\) has \(t_y\Delta^2\cos y\), and the diagonal has their sum. The mean is \((\Delta^2/6)(t_x\cos x+t_y\cos y)\), which depends on the energy alone:

\[
D(E)=\frac{\Delta^2}{12}\,(2t_x+2t_y-E).\tag{5}
\]

An upward shift \(D\) empties the states in a strip of that energy width, so to leading order the count falls by \(gD\). A Fermi level at fixed density then rises by \(D\); for \(E>2t_x+2t_y\), \(D\) is negative and the shift is downward. At \(n=192\), the count lost, summed over energies from 0.3 to 0.9 eV, is 0.9997 of the sum of \(gD\) for the parameters below.

Besides its mean, the error has a part that oscillates with the position in the cell. Summed along a smooth convex contour, this part survives near points where the contour's normal is parallel to a reciprocal vector of the mesh. The surviving length scales as \(\Delta^{1/2}\) and the error as \(\Delta^2\), so the count oscillates as \(\Delta^{5/2}\). Its phase varies with \(E\) at a rate \(\propto1/\Delta\), so \(g\) oscillates as \(\Delta^{3/2}\). This is a scaling argument, not a proof. The measured rms relative error of \(g\) between 0.2 and 0.9 eV is 0.47 %, 0.16 % and 0.06 % for \(n=64,128,256\) on a sample of 141 energies, which is an order of 1.49. A denser energy sample lowers these values by 4 to 7 % of their size and leaves the order near 1.5. Pointwise, \(g\) thus converges more slowly than the mean shift, which falls as \(n^{-2}\).

## The saddle on the mesh

A triangle that is not flat contributes at most \(2/(e_3-e_1)\) to the sum of \(f'\), so the computed peak is finite. Let the saddle lie on a node, which here requires even \(n\). Near it, all corner energies relative to \(E_s\) scale as \(\Delta^2\), and in units of the mesh step the problem is the same for every \(n\). The mesh therefore cuts the logarithm off at an energy proportional to \(\Delta^2\), and

\[
g_{\rm mesh}(E_s)\simeq 2c\ln n+\text{constant}.\tag{6}
\]

The height of a computed saddle peak is thus a statement about the mesh unless a physical broadening wider than this cutoff is applied.

Temperature supplies one. The response \(dn_s/d\mu\) of the sheet density to the chemical potential is \(g\) averaged with \(-\partial f_{\rm F}/\partial E=\mathrm{sech}^2(\delta/2k_BT)/(4k_BT)\), where \(f_{\rm F}\) is the Fermi function. With \(z=|\delta|/2k_BT\), the average of \(\ln|\delta|\) is \(\ln(2k_BT)+\int_0^\infty\ln z\,\mathrm{sech}^2z\,dz\). To find the integral, expand \(\mathrm{sech}^2z=4\sum_{k\ge1}(-1)^{k-1}k\,e^{-2kz}\), which gives

\[
\int_0^\infty z^\sigma\mathrm{sech}^2z\,dz=2^{1-\sigma}\,\Gamma(1+\sigma)\,\eta(\sigma),\qquad \eta(\sigma)=\sum_{k\ge1}\frac{(-1)^{k-1}}{k^\sigma}.
\]

Differentiate at \(\sigma\to0^+\), where \(\eta=\tfrac12\) and, by Wallis's product, \(\eta'=\tfrac12\ln(\pi/2)\). The integral is \(-\ln2-\gamma+\ln(\pi/2)=\ln(\pi/4)-\gamma\), with Euler's constant \(\gamma\). For \(k_BT\) small against the band energies,

\[
\langle g\rangle_{E_s}\simeq c\left[\ln\frac{L}{k_BT}+\gamma-\ln\frac\pi2\right].\tag{7}
\]

## Numbers for a channel material

Take \(m_x=0.15\,m_0\), \(m_y=1.2\,m_0\), \(a=0.44\) nm and \(b=0.33\) nm, rough values in the regime of electrons in monolayer black phosphorus. Then \(m_d=0.424\,m_0\), \(t_x=1.312\) eV, \(t_y=0.292\) eV and \(E_s=1.166\) eV. The step is \(1.772\) and the log weight \(c=0.564\), both in \(10^{14}\,\mathrm{eV^{-1}cm^{-2}}\), the unit of \(g\) below.

**Edge.** At 20 meV and \(n=512\) the mesh gives 1.781 and (3) gives 1.782. For a sheet density of \(10^{13}\ \mathrm{cm^{-2}}\), the parabolic Fermi level is \(0.1/1.772\) eV \(=56.4\) meV, and the cosine band gives 56.0 meV. At \(n=96\), (5) predicts a mesh error of

\[
D=\frac{(2\pi/96)^2}{12}\,(3.207-0.056)\ \text{eV}=1.12\ \text{meV}.
\]

| \(n\) | Fermi-level error (meV) | \(D\) (meV) |
|---|---|---|
| 48 | 4.93 | 4.50 |
| 96 | 1.05 | 1.12 |
| 192 | 0.279 | 0.281 |
| 384 | 0.073 | 0.070 |

The remainders are positive at \(n=48\) and 384 and negative at 96 and 192, which is compatible with an oscillating part of the error. For this band and density, an error near 1 meV needs \(n\) of about 100.

**Saddle.** From \(n=128\) to 1024 the peak at \(E_s\) grows through 6.457, 7.237, 8.018 and 8.800. The last doubling adds 0.782, and (6) predicts \(2c\ln2=0.782\). At 20 meV above the saddle with \(n=512\), the mesh gives 3.986, (3) gives 3.993 and (4) gives 4.000. The mesh value is 0.2 % below (3). The mean shift does not explain this, since it would raise \(g\) there, by less than 0.001; the cause is not tested here. At 300 K, where \(k_BT=25.9\) meV, the thermal average of (3) at the saddle is 3.926, as (7) also gives.

**Saddle mass.** Replace the \(y\) part of the band by \(2(t_y-4w)(1-\cos y)+2w(1-\cos2y)\). The edge curvature is unchanged, since \((t_y-4w)y^2+4wy^2=t_yy^2\). The saddle moves to \(4t_y-16w\), and the curvature there falls in size from \(t_y\) to \(t_y-8w\), so \(c\) grows by \(\sqrt{t_y/(t_y-8w)}\). For \(w=0.05\,t_y\) the saddle drops by 0.23 eV and the predicted weight is \(0.564/\sqrt{0.6}=0.728\). The growth of the mesh peak gives 0.728.

**The real material.** For the real band, the masses fix only the edge, and the cell lengths fix only the size of the zone. The cosine saddle is a test feature, and a 5 % harmonic that leaves the edge mass untouched already moves it by 0.23 eV, so the real band away from the edge must come from a band calculation. Near the edge, at \(10^{13}\ \mathrm{cm^{-2}}\), the cosine band's \(g\) at the Fermi level is 1.5 % above the step; this figure belongs to the cosine form and does not size the nonparabolicity of the real band. Real devices also break the assumption of zero temperature. For a parabolic band \(n_s=g_0k_BT\ln(1+e^{\mu/k_BT})\), with \(g_0\) the step height, which puts \(\mu\) at 53.3 meV at 300 K, 3.1 meV below the parabolic Fermi level. This exceeds the mesh error at \(n=96\). An error of 10 % in one mass changes the step by about 5 %, since \(m_d\) contains its square root. Electron interactions and disorder are left out and not sized here.

A single gate with the oxide considered here does not reach the model's saddle. Filling the band to \(E_s\) takes \(2.7\times10^{14}\ \mathrm{cm^{-2}}\). With a single gate and an oxide of relative permittivity 3.9, the field would be \(en_s/(3.9\,\epsilon_0)=125\) MV/cm. A rough breakdown field of 10 MV/cm allows \(2.2\times10^{13}\ \mathrm{cm^{-2}}\). For such a channel the step and the shift (5) matter in use, while the logarithm serves to test the integration. The full set of values is in the numerical output below.

## Table of computed values

```
edge masses mx, my: 0.15, 1.2 m0; md = 0.4243 m0
cell lengths a, b: 0.44, 0.33 nm
tx = 1.3120 eV, ty = 0.2916 eV
saddle energy Es = 1.1662 eV, log scale L = 23.990 eV
step height = 1.7723 1e14 /(eV cm^2)
log weight c = 0.5641 1e14 /(eV cm^2)
parabola Ax=1.0, Ay=0.7, E=0.5: mesh/step = 0.76091, formula 0.76091
parabola mean shift: mesh 0.2834, formula 0.2833
n=192 count loss, mesh/formula (0.3-0.9 eV) = 0.9997
n=64: rms relative DOS error (0.2-0.9 eV) = 4.65e-03
n=128: rms relative DOS error (0.2-0.9 eV) = 1.57e-03
n=256: rms relative DOS error (0.2-0.9 eV) = 5.88e-04
measured order of DOS error, n=64 to 256: 1.49
E=20 meV, n=512: mesh 1.7807, exact band 1.7817 1e14 /(eV cm^2)
Es+20 meV, n=512: mesh 3.9858, exact band 3.9928 1e14 /(eV cm^2)
Es+20 meV: log law 3.9995 1e14 /(eV cm^2)
n=128: DOS at Es = 6.4574 1e14 /(eV cm^2), effective cutoff = 0.2564 meV
n=256: DOS at Es = 7.2367 1e14 /(eV cm^2), effective cutoff = 0.0644 meV
n=512: DOS at Es = 8.0179 1e14 /(eV cm^2), effective cutoff = 0.0161 meV
n=1024: DOS at Es = 8.7997 1e14 /(eV cm^2), effective cutoff = 0.0040 meV
peak growth / (2 ln n) = 0.5632 1e14 /(eV cm^2)
second harmonic = 14.58 meV: saddle at 0.9330 eV, moved -0.2332 eV
  its log weight: mesh 0.7280, saddle-mass formula 0.7283 1e14 /(eV cm^2)
sheet density = 1.0e+13 cm^-2, exact EF = 56.007 meV
n=48: EF error = 4.9326 meV, mean shift D = 4.4994 meV, ramp scale = 8.3231 meV
n=96: EF error = 1.0482 meV, mean shift D = 1.1248 meV, ramp scale = 2.0808 meV
n=192: EF error = 0.2793 meV, mean shift D = 0.2812 meV, ramp scale = 0.5202 meV
n=384: EF error = 0.0726 meV, mean shift D = 0.0703 meV, ramp scale = 0.1300 meV
DOS at EF above parabolic step: 1.50 %
kT at 300 K = 25.85 meV; parabolic EF = 56.42 meV, mu(300 K) = 53.33 meV
300 K smoothed DOS at Es: integral 3.9261, log formula 3.9256 1e14 /(eV cm^2)
density filling band to Es = 2.702e+14 cm^-2
oxide permittivity 3.9: field needed = 125.4 MV/cm
rough breakdown field 10 MV/cm allows 2.16e+13 cm^-2
```
